# The Fowler-Nordheim slope constant of a thin dielectric

## Problem

A metal-like emitter is covered by a thin insulating film. The bottom of the film's conduction band lies $\phi=3.1$ eV above the emitter Fermi level at the interface, and an electron in the film has effective mass $m=0.42\,m_0$, where $m_0$ is the free-electron mass. A voltage produces a uniform field in the film, and electrons tunnel from the emitter into its conduction band. The current density is expected to follow the Fowler-Nordheim law

$$J=A F^2 e^{-B/F}.$$

Calculate the slope constant $B$ in megavolts per centimetre. Decide also how a measured current must be plotted for $B$ to appear as a slope, and when that reading fails.

**Conventions.** The charge of the electron is $-e$ with $e>0$, and $F>0$ is the magnitude of the field in the film. The coordinate $x$ runs from the emitter ($x=0$) into the film, along the force on the electron. The barrier height $\phi$ is an energy, so $\phi/e$ is a voltage. Fields are given in MV/cm; 10 MV/cm equals 1 V/nm.

**Model.** The band edge in the film, measured from the emitter Fermi level, is the straight line

$$U(x)=\phi-eFx .$$

The image force, trapped charge and scattering are left out. The film has a parabolic band with a single isotropic mass, and the temperature is zero. The film is thick enough for the band edge to fall below the electron's energy inside it, so the barrier is a triangle.

## First estimate by scaling

An electron at the Fermi level, moving straight at the film, meets a barrier of height $\phi$ that ends where $U(x_0)=0$, at

$$x_0=\frac{\phi}{eF}.$$

At the interface its wave function decays at the rate

$$\kappa_0=\frac{\sqrt{2m\phi}}{\hbar}.$$

If this rate held over the whole width, the amplitude would fall by $e^{-\kappa_0x_0}$ and the probability by its square. The exponent would be

$$2\kappa_0x_0=\frac{2\sqrt{2m}\,\phi^{3/2}}{e\hbar F}.$$

This already fixes the form of the answer. One power of $\phi$ comes from the width and half a power from the decay rate; the field enters through the width alone. Hence $B\propto\sqrt m\,\phi^{3/2}$, with the estimate

$$B_{\rm est}=\frac{2\kappa_0\phi}{e}.$$

For the number, it helps to form the energy that the field supplies over half a decay length,

$$d=\frac{eF}{2\kappa_0}=\frac{e\hbar F}{2\sqrt{2m\phi}} .$$

With the given $\phi$ and $m$, and $F=10$ MV/cm, this is $d=0.08553$ eV. Since $eF$ is then 1 eV/nm, $2\kappa_0=eF/d=11.69\ \mathrm{nm^{-1}}$, and

$$B_{\rm est}=11.69\times3.1\ \mathrm{V/nm}\approx 362\ \mathrm{MV/cm}.$$

The estimate must be too large, because it keeps the full height where the true barrier is falling. A better rectangle has the mean height $\phi/2$. Its decay rate is smaller by $\sqrt2$, which gives about 256 MV/cm. This is still too large: the square root is a concave function, so the mean of $\sqrt{U}$ is less than the square root of the mean of $U$.

## Solution

### The exponent

Where the barrier varies slowly on the scale of the decay length, the WKB approximation applies and the decay rate takes its local value,

$$\kappa(x)=\frac{\sqrt{2m(\phi-eFx)}}{\hbar}.$$

The amplitude falls by $\exp(-\int\kappa\,dx)$, and the transmission has the exponent

$$S=2\int_0^{x_0}\kappa(x)\,dx .$$

Take the local barrier height $u=\phi-eFx$ as the variable. Then $dx=-du/(eF)$, and $u$ runs from $\phi$ down to 0. Exchanging the limits removes the minus sign:

$$S=\frac{2\sqrt{2m}}{\hbar eF}\int_0^{\phi}u^{1/2}\,du
=\frac{2\sqrt{2m}}{\hbar eF}\cdot\frac23\phi^{3/2}.$$

Writing $S=B/F$ gives

$$\boxed{B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3e\hbar}}$$

How slowly does the barrier vary? From $\kappa^2=2m(\phi-eFx)/\hbar^2$, the relative change of $\kappa$ over one decay length at the interface is

$$\frac{|\kappa'|}{\kappa^2}=\frac{1}{2\kappa_0x_0}=\frac{2F}{3B},$$

where the last step uses $B/F=\frac43\kappa_0x_0$. The approximation therefore needs $F\ll B$. It fails near $x_0$, where $\kappa$ vanishes; the wave-matching calculation below treats that region correctly.

### The number

For a free-electron mass and a barrier of 1 eV, the constants $e$, $\hbar$ and $m_0$ give $B_1=68.309$ MV/cm. Therefore

$$B=B_1\sqrt{\frac{m}{m_0}}\left(\frac{\phi}{1\,\mathrm{eV}}\right)^{3/2}
=68.309\times0.64807\times5.45811\ \mathrm{MV/cm}.$$

The product is 241.63 MV/cm, so

$$B\approx242\ \mathrm{MV/cm}=2.42\times10^{10}\ \mathrm{V/m}.$$

At 10 MV/cm the exponent is $B/F=24.16$, the exponential is $3.2\times10^{-11}$, and the electron leaves the barrier after $x_0=3.10$ nm.

### From one electron to the current

The current contains electrons of many energies and directions. Their sum determines the power of $F$ in front of the exponential, and hence the correct plot.

Consider an electron at energy $W$ below the Fermi level, with wavevector $k$ parallel to the interface. The interface is taken to be flat, so $k$ is conserved. In the film, part of the energy is tied up in the parallel motion, and the decay rate obeys

$$\frac{\hbar^2\kappa^2}{2m}=\phi-eFx+W+\frac{\hbar^2k^2}{2m}.$$

This is the earlier problem with $\phi$ replaced by

$$H=\phi+s,\qquad s=W+\frac{\hbar^2k^2}{2m}.$$

The transmission is therefore $T=\exp[-(B/F)(1+s/\phi)^{3/2}]$. To first order in $s/\phi$,

$$\frac BF\left(1+\frac s\phi\right)^{3/2}\approx\frac BF+\frac{3B}{2F\phi}\,s=\frac BF+\frac sd .$$

The energy in the last term is $2F\phi/(3B)$. Inserting $B$ gives $e\hbar F/(2\sqrt{2m\phi})$, which is the $d$ of the scaling estimate. It sets the scale of the energy range below the Fermi level that supplies the current: after the sum over $k$ the weight is $e^{-W/d}$, so to this order a fraction $1-1/e$, about 63 %, comes from within $d$.

Each state contributes $e v_xT$ to the current density. With two spin directions,

$$J=2e\int\frac{d^2k}{(2\pi)^2}\int\frac{dk_x}{2\pi}\,v_xT .$$

At fixed $k$, $v_x\,dk_x=dE/\hbar$, because $v_x=\hbar^{-1}\partial E/\partial k_x$. The energy integral becomes one over $W$, and $d^2k=2\pi k\,dk$, so

$$J=\frac{e}{\pi\hbar}\int_0^\infty dW\int_0^\infty\frac{k\,dk}{2\pi}\,T .$$

The infinite limits assume that the emitter has occupied states over ranges of $W$ and $\hbar^2k^2/2m$ much wider than $d$. Return current is neglected, which is justified because the applied voltage shifts the collector's occupied states down by much more than $d$.

With the linearised exponent the two integrals separate:

$$\int_0^\infty e^{-W/d}\,dW=d,\qquad
\int_0^\infty\frac{k\,dk}{2\pi}\,e^{-\hbar^2k^2/(2md)}=\frac{md}{2\pi\hbar^2}.$$

Multiplying them and inserting $d^2=e^2\hbar^2F^2/(8m\phi)$,

$$J=\frac{e\,m\,d^2}{2\pi^2\hbar^3}\,e^{-B/F}
=\frac{e^3F^2}{16\pi^2\hbar\phi}\,e^{-B/F}.$$

The factor $F^2$ has a direct meaning: a stronger field widens both the range of energies and the range of transverse energies that contribute, each in proportion to $F$. The mass has cancelled from the prefactor because the same mass governs parallel motion and decay in the film.

Dividing by $F^2$ and taking the natural logarithm gives

$$\ln\frac{J}{F^2}=\ln A-B\,\frac1F,\qquad A=\frac{e^3}{16\pi^2\hbar\phi}.$$

The slope against $1/F$ is $-B$. With base-ten logarithms its magnitude is $B/\ln10=104.9$ MV/cm.

### The first correction

The exponent was linearised in $s$, so the line is not perfectly straight. The next term of the expansion is $\frac38(B/F)(s/\phi)^2$. Put $s=td$ and use $d/\phi=2F/(3B)$:

$$\frac38\,\frac BF\cdot\frac{4F^2}{9B^2}\,t^2=\frac{F}{6B}\,t^2 .$$

In the sum over states, $W$ and $\hbar^2k^2/2m$ enter as two equivalent positive energies. The number of ways to share a total $s$ between them is proportional to $s$, so the weight is $t\,e^{-t}$. The current is multiplied by

$$\int_0^\infty t\,e^{-t}\left(1-\frac{F}{6B}t^2\right)dt=1-\frac{F}{6B}\cdot3!=1-\frac FB .$$

To this order, $\ln(J/F^2)$ gains the term $-F/B$. With $y=1/F$ this is $-1/(By)$, whose derivative is $1/(By^2)=F^2/B$. With the interface factor left out, the local slope becomes

$$-\left(B-\frac{F^2}{B}\right).$$

At 10 MV/cm the correction is $100/241.63=0.41$ MV/cm, less than 0.2 % of $B$.

### What the interface does

WKB gives the exponent but leaves open a factor in front of $T$. If that factor depended strongly on field, it would change the slope. For an abrupt interface it can be found from the Schrödinger equation.

Consider again the electron at the Fermi level with $k=0$. Let the linear potential continue beyond $x_0$, so that nothing is reflected from the collector. With

$$z=\frac{x_0-x}{\ell},\qquad \ell^3=\frac{\hbar^2}{2meF},$$

the equation in the film becomes $d^2\psi/dz^2=z\psi$, solved by the Airy functions. Far beyond the barrier, $\mathrm{Bi}$ and $\mathrm{Ai}$ behave as a cosine and a sine of the same growing phase, so the outgoing wave is

$$\psi=\mathrm{Bi}(z)+i\,\mathrm{Ai}(z).$$

Its particle flux is $(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$. Since $d/dx=-\ell^{-1}d/dz$ and $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$, the flux is $\hbar/(\pi m\ell)$.

At the interface $z_0=x_0/\ell$ is large. There $\mathrm{Ai}$ is negligible, and

$$\psi(0)\approx\frac{e^{\zeta}}{\sqrt\pi\,z_0^{1/4}},\qquad
\zeta=\frac23z_0^{3/2}=\frac{B}{2F},\qquad \psi'(0)\approx-\kappa_0\psi(0),$$

where $\sqrt{z_0}/\ell=\kappa_0$ was used. In the emitter, with mass $m_e$ and normal wavevector $k_e$, the wave is $a\,e^{ik_ex}+r\,e^{-ik_ex}$. Continuity of $\psi$ and of $\psi'$ divided by the mass gives

$$a=\frac12\left[\psi(0)+\frac{m_e\psi'(0)}{ik_em}\right]=\frac{\psi(0)}2(1+iq),\qquad q=\frac{\kappa_0m_e}{k_em}.$$

The transmission is the outgoing flux divided by the incident flux $\hbar k_e|a|^2/m_e$:

$$T=\frac{m_e}{\pi m\ell k_e}\cdot\frac{4\pi\sqrt{z_0}\,e^{-B/F}}{1+q^2}=\frac{4q}{1+q^2}\,e^{-B/F}.$$

The exponent is the WKB one, and to leading order the factor in front does not depend on $F$. For this one state it shifts the line in the plot without tilting it. In the current, $q$ varies with $W$ and $k$ over a range proportional to $F$, so the tilt stays small only if the emitter's Fermi energy is much larger than $d$. With $m_e=m_0$ at 10 MV/cm, a Fermi energy of 5 eV changes the slope of $\ln(J/F^2)$ by less than 0.1 MV/cm; for 0.2 eV this factor and the limited supply of states together reduce it by about 6 MV/cm.

As an example, take $m_e=m_0$ and a normal kinetic energy of 5 eV in the emitter. Then $q=1.215$ and the factor is 1.96. Evaluating the Airy functions without their large-$z$ forms gives 1.97 at 10 MV/cm, and a local slope of $\ln T$ against $1/F$ of $-241.7$ MV/cm. The interface thus changes the transmission of this state by about a factor of two and the slope by less than 0.1 MV/cm.

## Comparison

The estimate and the solution have the same dependence on mass, barrier and field. They differ by a pure number,

$$\frac{B_{\rm est}}{B}=\frac{2}{4/3}=\frac32,$$

because the mean of $\sqrt{1-x/x_0}$ over the triangle is $2/3$. The rectangle of mean height is too large by $3/(2\sqrt2)\approx1.06$.

An error that is modest in $B$ is large in the transmission. At 10 MV/cm the first estimate has the exponent 36.2 instead of 24.2, which makes the transmission too small by a factor of about $2\times10^5$. The second has 25.6 and is too small by a factor of about 4. Scaling identifies $1/F$ as the horizontal variable of the plot. The division of $J$ by $F^2$ comes from the sum over emitter states, and the numerical factor in $B$ is needed to obtain a barrier height from the slope.

### Reading a slope

To see how well the law can be read from a current, the double integral for $J$ was evaluated by Gauss-Legendre quadrature with the full exponent $(1+s/\phi)^{3/2}$ and no interface factor. The results are $2.355\times10^{-6}$ A/cm² at 8 MV/cm, $1.53\times10^{-3}$ A/cm² at 10 MV/cm and 0.1231 A/cm² at 12 MV/cm. Without the interface factor, these absolute values indicate size only.

Between the outer two fields,

$$\Delta\ln\frac{J}{F^2}=\ln\frac{0.1231}{2.355\times10^{-6}}-2\ln\frac{12}{8}=10.864-0.811=10.053,$$

while $1/F$ falls by $1/8-1/12=1/24$ cm/MV. The slope has magnitude $24\times10.053\approx241.3$ MV/cm. Inverting the formula for $B$ with the known mass returns $\phi=3.097$ eV, which is 0.1 % below the input. The deficit has the sign of the correction $F^2/B$. This accuracy belongs to the zero-temperature model without image force, not to a measurement.

The division by $F^2$ matters more. Since $\ln J=\ln(J/F^2)-2\ln y$, its slope against $y=1/F$ contains an extra $-2/y=-2F$, and to leading order equals $-(B+2F)$. At 10 MV/cm the integrated current gives $-261.3$ MV/cm. If this were taken for $-B$, the barrier would come out as $3.1\times(261.3/241.6)^{2/3}\approx3.27$ eV.

The slope alone does not determine both parameters. From $B\propto m^{1/2}\phi^{3/2}$,

$$\frac{dB}{B}=\frac32\frac{d\phi}{\phi}+\frac12\frac{dm}{m}.$$

Near the given values, $B$ changes by 11.7 MV/cm for 0.1 eV in $\phi$ and by 2.9 MV/cm for 0.01 in $m/m_0$. A higher barrier with a lighter mass can give the same slope, so one of the two must be known independently.

### A film that is too thin

The triangle requires a film thickness $t>x_0$, or a voltage $Ft>\phi/e$ across the film. Otherwise the electron reaches the collector while still under the barrier, which is then a trapezoid. Define

$$v=\frac{eFt}{\phi}<1 .$$

The integral over the local height now stops at $u=\phi(1-v)$ instead of zero:

$$S=\frac BF\left[1-(1-v)^{3/2}\right].$$

To find the slope of $-S$ against $y=1/F$, note that $v\propto1/y$, so $dv/dy=-v/y$. Then

$$\frac{dS}{dy}=B\left[1-(1-v)^{3/2}\right]-\frac32B\,v\sqrt{1-v}
=B\left[1-\sqrt{1-v}\left(1+\frac v2\right)\right].$$

At $v=1$ this returns $B$. For small $v$ the bracket tends to $3v^2/8$, and the slope almost vanishes: the exponent approaches $2\kappa_0t$, which does not depend on field.

For $t=2$ nm at 10 MV/cm, $v=2/3.1=0.645$ and the bracket is 0.212. The slope of the exponent has magnitude 51 MV/cm, about a fifth of $B$. The slope of $\ln(J/F^2)$ differs from this value, because the prefactor of the current is no longer proportional to $F^2$; the sum over states gives a magnitude of about 25 MV/cm. A slope measured below the field $\phi/(et)$ must therefore not be converted into a barrier height with the triangular formula.

Exceeding that field is necessary but not sufficient. Just above it, electrons from below the Fermi level or with transverse motion still meet a trapezoid. At 10 MV/cm the slope of $\ln(J/F^2)$ from the sum over states has magnitude about 151 MV/cm at $v=1$, 233 MV/cm at $v=1.1$ and 241 MV/cm at $v=1.2$. An abrupt collector also reflects part of the wave, and interference inside the film can then change the local slope strongly. Within the model used here, at zero temperature and without image force or trapped charge, the value 242 MV/cm applies well above $\phi/(et)$ and only where this interference is negligible. In a real film the effects left out change the slope by more than the correction $F^2/B$. At 300 K, $k_BT/d\approx0.3$ at 10 MV/cm; thermal occupation then lowers the magnitude of the slope by about 3 MV/cm, and the reading between 8 and 12 MV/cm returns 3.07 eV instead of 3.10 eV. The image force, for a relative permittivity between about 2 and 4, lowers the top of the barrier by 0.6 to 0.8 eV at this field, reduces the slope by a further 2 to 3 MV/cm and raises the current several-fold. Fields of 10 to 12 MV/cm are also close to dielectric breakdown for an oxide such as SiO₂, where charge trapped during the measurement can alter the field at the interface.
